# Smoothing the logarithmic G-phonon anomaly of graphene: a principal-value scheme: a program that tests the result

```python
# RESULT UNDER TEST
# The doping shift of the graphene G phonon is alpha*F(mu,T), where
#   F = P int_0^inf e^2 n(e)/(e^2-a^2) de,  n(e) = f(e-mu) + f(e+mu),
# a = half the phonon energy, mu = chemical potential from the Dirac point,
# alpha = 3 sqrt(3) beta^2 hbar^2 / (2 pi M b^2 W), W = phonon energy,
# b = bond length, M = carbon mass, beta = -dln(hopping)/dln(bond length).
# At T=0 F has a logarithmic singularity at |mu|=a; at T>0 it is smooth.
# Energies are in eV, lengths in nm, unless a name says otherwise.
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, spence, digamma, zeta

q = const.e
k_B = const.k / q
W = 0.196
a = W / 2
bond = 0.142
beta = 2.5
velocity = 1.0e6
mass = 12 * const.atomic_mass
hv = const.hbar * velocity / q * 1e9
hbar2_over_M = const.hbar**2 / mass / q * 1e18
alpha = 3 * np.sqrt(3) * beta**2 * hbar2_over_M / (2 * np.pi * bond**2 * W)
to_cm = q / (const.h * const.c * 100)


def occupation(e, mu, kT):
    """Electrons plus holes that block the transition at band energy e."""
    return expit((mu - e) / kT) + expit((-mu - e) / kT)


@lru_cache(None)
def gauss(nodes):
    return np.polynomial.legendre.leggauss(nodes)


def F_pv(mu, kT, half=a, nodes=20):
    """Principal value by subtraction of n(half), on panels graded about mu."""
    mu = abs(mu)
    top = max(mu, half) + 45 * kT
    steps = kT * 2.0 ** np.arange(-1, 20)
    edges = np.concatenate(([0.0, top, mu], mu - steps, mu + steps))
    keep = (edges >= 0) & (edges <= top) & (abs(edges - half) > 1e-9 * half)
    edges = np.unique(np.append(edges[keep], half))
    x, w = gauss(nodes)
    width = np.diff(edges)[:, None] / 2
    e = edges[:-1, None] + width * (1 + x)
    n = occupation(e, mu, kT)
    n_half = occupation(half, mu, kT)
    body = n + half**2 * (n - n_half) / ((e - half) * (e + half))
    tail = -n_half * half / 2 * np.log((top + half) / (top - half))
    return float(np.sum(width * w * body) + tail)


def F_zero(mu):
    """Closed form at zero temperature."""
    m = np.abs(mu)
    with np.errstate(divide="ignore"):
        return m + a / 2 * np.log(np.abs((m - a) / (m + a)))


def reduced_density(x):
    return np.pi**2 / 6 + x**2 / 2 + 2 * spence(1 + np.exp(-x))


def fermi_from_mu(mu, kT):
    return kT * np.sqrt(2 * max(reduced_density(mu / kT), 0.0))


def mu_from_fermi(EF, kT):
    if EF == 0:
        return 0.0
    goal = (EF / kT) ** 2 / 2
    return kT * brentq(lambda x: reduced_density(x) - goal, 0, EF / kT)


def shift_cm(EF, T):
    """Shift relative to the neutral sheet at the same temperature."""
    if T == 0:
        return alpha * F_zero(EF) * to_cm
    kT = k_B * T
    return alpha * (F_pv(mu_from_fermi(EF, kT), kT) - F_pv(0, kT)) * to_cm


# --- Response of one driven transition, from the Schroedinger equation
def driven_response(e, strength=1e-4, cycles=60):
    end = 2 * np.pi * cycles / W

    def rhs(t, c):
        drive = strength * np.sin(np.pi * t / (2 * end))**2 * np.cos(W * t)
        return [-1j * (e * c[0] + drive * c[1]),
                -1j * (-e * c[1] + drive * c[0])]
    sol = solve_ivp(rhs, (0, end), [0j, 1 + 0j], method="DOP853",
                    rtol=1e-9, atol=1e-12)
    c = sol.y[:, -1]
    return 2 * np.real(np.conj(c[0]) * c[1]) / strength


response = {}
for e in (0.06, 0.15):
    expected = -4 * e / (4 * e**2 - W**2)
    response[e] = driven_response(e)
    assert abs(response[e] / expected - 1) < 0.01
assert response[0.06] > 0 > response[0.15]

# --- Principal-value algorithm against independent quadratures
def F_cauchy(mu, kT):
    near = quad(lambda e: e**2 / (e + a) * occupation(e, mu, kT), 0, 2 * a,
                weight="cauchy", wvar=a, limit=500, epsabs=1e-12)[0]
    top = max(2 * a, mu) + 45 * kT
    cuts = sorted({2 * a, max(2 * a, mu), top})
    far = sum(quad(lambda e: e**2 / (e**2 - a**2) * occupation(e, mu, kT),
                   lo, hi, limit=500, epsabs=1e-12)[0]
              for lo, hi in zip(cuts[:-1], cuts[1:]))
    return near + far


def F_convolved(mu, kT):
    lo, hi = mu - 45 * kT, mu + 45 * kT
    cuts = sorted({lo, hi, mu} | {p for p in (-a, 0.0, a) if lo < p < hi})

    def integrand(x):
        y = (x - mu) / kT
        return F_zero(x) * expit(y) * expit(-y) / kT
    return sum(quad(integrand, s, t, limit=500, epsabs=1e-11)[0]
               for s, t in zip(cuts[:-1], cuts[1:]))


def F_complex(mu, kT, z):
    e = np.linspace(0, mu + 45 * kT + 0.2, 200001)
    return trapezoid(e**2 * occupation(e, mu, kT) / (e**2 - z**2), e)


err_cauchy = err_conv = 0.0
for T in (77, 300):
    for mu in (0.0, 0.05, a, 0.2):
        value = F_pv(mu, k_B * T)
        err_cauchy = max(err_cauchy, abs(value - F_cauchy(mu, k_B * T)))
        err_conv = max(err_conv, abs(value - F_convolved(mu, k_B * T)))
assert err_cauchy < 1e-7 and err_conv < 1e-7
for EF in (0.15, 0.3):
    direct = quad(lambda e: e**2 / (e + a), 0, EF, weight="cauchy", wvar=a)[0]
    assert abs(direct - F_zero(EF)) < 1e-9
direct = quad(lambda e: e**2 / (e**2 - a**2), 0, 0.05)[0]
assert abs(direct - F_zero(0.05)) < 1e-10 and direct < 0
kT300, kT77, kT10 = 300 * k_B, 77 * k_B, 10 * k_B
for mu in (0.05, a, 0.2):
    # small imaginary frequency: its first-order error is about 1e-5 eV
    value = F_complex(mu, kT300, a + 2e-5j)
    assert abs(value.real - F_pv(mu, kT300)) < 1e-4
    assert abs(value.imag - np.pi * a * occupation(a, mu, kT300) / 2) < 1e-4
best = F_pv(a, kT10, nodes=40)
node_error = [abs(F_pv(a, kT10, nodes=m) - best) for m in (2, 4, 8)]
assert node_error[0] > node_error[1] > node_error[2] and node_error[2] < 1e-8

# --- Low-temperature laws
def F_digamma(mu, kT):
    def psi(x):
        return np.real(digamma(0.5 + 1j * x / (2 * np.pi * kT)))
    linear = 2 * kT * np.log(2 * np.cosh(mu / (2 * kT)))
    return linear + a / 2 * (psi(mu - a) - psi(mu + a))


for mu in (0.9 * a, a, 1.3 * a):
    assert abs(F_digamma(mu, kT77) - F_pv(mu, kT77)) < 1e-7
digamma_error = abs(F_digamma(a, kT300) - F_pv(a, kT300))
floor_law = a + a / 2 * np.log(np.pi * kT10 / (4 * a * np.exp(np.euler_gamma)))
assert abs(F_pv(a, kT10) - floor_law) < 5e-6
h = 0.05 * kT10
curvature = (F_pv(a + h, kT10) + F_pv(a - h, kT10) - 2 * F_pv(a, kT10)) / h**2
curvature_law = 7 * zeta(3) * a / (4 * np.pi**2 * kT10**2)
assert abs(curvature / curvature_law - 1) < 0.01

# --- Carrier density, then position and depth of the dip
for mu in (0.03, a):
    count = quad(lambda e: e * (expit((mu - e) / kT300)
                 - expit((-mu - e) / kT300)), 0, mu + 45 * kT300, limit=300)[0]
    assert abs(fermi_from_mu(mu, kT300)**2 / 2 - count) < 1e-9


def find_dip(T):
    kT = k_B * T
    grid = np.linspace(0, 2 * a, 121)
    i = int(np.argmin([F_pv(m, kT) for m in grid]))
    res = minimize_scalar(lambda m: F_pv(m, kT), method="bounded",
                          bounds=(grid[max(i - 1, 0)], grid[min(i + 1, 120)]),
                          options={"xatol": 1e-9})
    depth = alpha * (res.fun - F_pv(0, kT)) * to_cm
    return res.x, fermi_from_mu(res.x, kT), depth


dips = {T: find_dip(T) for T in (10, 30, 77, 300)}
kT30 = 30 * k_B
mu_move = -3 * np.pi**2 * kT30**2 / (7 * zeta(3) * a)
EF_move = mu_move + np.pi**2 * kT30**2 / (6 * a)
assert abs((dips[30][0] - a) / mu_move - 1) < 0.05
assert abs((dips[30][1] - a) / EF_move - 1) < 0.05


def has_dip(kT):
    grid = 2 * a * np.linspace(0, 1, 121)**2
    return bool(np.any(np.diff([F_pv(m, kT) for m in grid]) < -1e-13))


ratios = np.linspace(0.05, 1.5, 30)
flags = np.array([has_dip(r * a) for r in ratios]).astype(int)
assert flags[0] == 1 and flags[-1] == 0 and np.sum(abs(np.diff(flags))) == 1
last = int(np.sum(flags)) - 1
low, high = ratios[last] * a, ratios[last + 1] * a
for _ in range(14):
    middle = (low + high) / 2
    low, high = (middle, high) if has_dip(middle) else (low, middle)
kT_lost = (low + high) / 2

# --- Tight-binding sum: hopping follows the actual bond lengths
hop0 = hv / (1.5 * bond)
cell_area = 1.5 * np.sqrt(3) * bond**2
bonds = bond * np.array([[0, 1], [np.sqrt(3) / 2, -0.5],
                         [-np.sqrt(3) / 2, -0.5]])
K_point = np.array([4 * np.pi / (3 * np.sqrt(3) * bond), 0])


def hamiltonian(k, w):
    lengths = np.linalg.norm(bonds + w, axis=1)
    hop = -np.exp(1j * k @ bonds.T) @ (hop0 * np.exp(-beta
                                                     * (lengths / bond - 1)))
    H = np.zeros((len(k), 2, 2), complex)
    H[:, 0, 1] = hop
    H[:, 1, 0] = np.conj(hop)
    return H


def lattice_shift(mu, kT, z, direction, adiabatic=False):
    """Doping shift in eV; z is half the (complex) probe energy."""
    x, w = gauss(400)
    radius_max = (mu + 25 * kT) / hv
    r = radius_max * (1 + x) / 2
    angles = 2 * np.pi * np.arange(24) / 24
    R, A = np.meshgrid(r, angles, indexing="ij")
    weight = (np.outer(w * r, np.ones(24)) * radius_max / 2
              * 2 * np.pi / 24).ravel()
    k = K_point + np.stack([R * np.cos(A), R * np.sin(A)], -1).reshape(-1, 2)
    d = 1e-4 * np.array(direction)
    H0, Hp, Hm = (hamiltonian(k, s * d) for s in (0, 1, -1))
    first, second = (Hp - Hm) / 2e-4, (Hp + Hm - 2 * H0) / 1e-8
    energy, states = np.linalg.eigh(H0)
    lower, upper, e = states[:, :, 0], states[:, :, 1], energy[:, 1]

    def element(left, op, right):
        return np.einsum("ni,nij,nj->n", left.conj(), op, right)
    n = occupation(e, mu, kT)
    term = n * (abs(element(upper, first, lower))**2 * e / (e**2 - z**2)
                + element(upper, second, upper).real)
    if adiabatic:
        fe, fh = expit((mu - e) / kT), expit((-mu - e) / kT)
        slope = (fe * (1 - fe) + fh * (1 - fh)) / kT
        term = term - slope * abs(element(upper, first, upper))**2
    stiffness = 4 * cell_area / (4 * np.pi**2) * np.sum(weight * term)
    return hbar2_over_M * stiffness / W


z_probe = a + 0.01j
for direction in ((1, 0), (0, 1)):
    for mu in (0.05, 0.2):
        model = alpha * F_complex(mu, kT300, z_probe)
        lattice = lattice_shift(mu, kT300, z_probe, direction)
        assert abs(lattice - model) < 0.015 * alpha * (mu + kT300)
static = lattice_shift(0.15, kT300, 0, (1, 0), adiabatic=True)
frozen = lattice_shift(0.15, kT300, 0, (1, 0))
assert abs(static) < 0.02 * abs(frozen)
band_error = (lattice_shift(0.3, kT300, z_probe, (1, 0))
              - alpha * F_complex(0.3, kT300, z_probe)).real
assert abs(band_error) < 0.04 * alpha * 0.3

# --- Sizes of neglected effects, for the numbers of the example
def on_shell(mu, kT):
    energy = W
    for _ in range(30):
        energy = np.sqrt(W**2 + 2 * W * alpha * F_pv(mu, kT, half=energy / 2))
    return energy - W


shell_error = max(abs(on_shell(m, kT77) - alpha * F_pv(m, kT77))
                  for m in np.linspace(0.01, 0.3, 59)) * to_cm
width0 = np.pi * alpha * a


def density_cm2(EF):
    return EF**2 / (np.pi * hv**2) * 1e14


puddle = 2e11
offsets = np.linspace(-5, 5, 201)
gaussian = np.exp(-offsets**2 / 2)
gaussian /= gaussian.sum()
local_EF = hv * np.sqrt(np.pi * abs(density_cm2(a) + puddle * offsets) * 1e-14)
puddled = sum(g * shift_cm(E, 77) for g, E in zip(gaussian, local_EF))
mobility = 5000.0
lifetime = mobility * 1e-4 * a / velocity**2
carrier_width = const.hbar / (2 * lifetime) / q
oxide = 300e-9
permittivity = 3.9
gruneisen = 1.8
breakdown = 10.0


def gate_volts(EF):
    return density_cm2(EF) * 1e4 * q * oxide / (const.epsilon_0 * permittivity)


crossing = brentq(F_zero, 1.0001 * a, 3 * a)

print(f"phonon energy {W:.3f} eV = {W*to_cm:.0f} cm^-1; half {a*1e3:.1f} meV")
print(f"bond {bond:.3f} nm, beta {beta:.1f}, velocity {velocity:.1e} m/s")
print(f"hbar*v {hv:.4f} eV nm; hopping {hop0:.3f} eV")
print(f"coupling alpha {alpha:.3e} (dimensionless)")
for e in response:
    print(f"driven response at band energy {e:.2f} eV: {response[e]:.2f} 1/eV")
print(f"largest PV error vs Cauchy quadrature {err_cauchy:.1e} eV")
print(f"largest PV error vs thermal convolution {err_conv:.1e} eV")
print("PV error at mu=a, 10 K, with 2, 4, 8 nodes per panel:",
      " ".join(f"{x:.1e}" for x in node_error), "eV")
print("shift from neutral sheet at same T, in cm^-1")
print("E_F (eV)      0 K     77 K    300 K")
for EF in (0.05, 0.09, a, 0.11, 0.15, 0.2, 0.3):
    print(f"{EF:.3f}  " + " ".join(f"{shift_cm(EF, T):8.2f}"
                                  for T in (0, 77, 300)))
print(f"zero-temperature shift changes sign at E_F {crossing*1e3:.1f} meV")
print("dip: T (K), mu (meV), E_F (meV), shift (cm^-1)")
for T, (mu, EF, depth) in dips.items():
    print(f"{T:4d} {mu*1e3:8.2f} {EF*1e3:8.2f} {depth:8.2f}")
print(f"dip disappears at kT/a {kT_lost/a:.3f}, T {kT_lost/k_B:.0f} K")
print(f"F(a) at 10 K: integral {F_pv(a,kT10)*1e3:.3f} meV, "
      f"law {floor_law*1e3:.3f} meV")
print(f"curvature at a, 10 K: {curvature:.0f} 1/eV, law {curvature_law:.0f}")
print(f"dip move at 30 K: in mu {(dips[30][0]-a)*1e3:.3f} meV, "
      f"law {mu_move*1e3:.3f} meV")
print(f"dip move at 30 K: in E_F {(dips[30][1]-a)*1e3:.3f} meV, "
      f"law {EF_move*1e3:.3f} meV")
print(f"digamma formula error in F(a) at 300 K {digamma_error*1e3:.3f} meV")
print(f"mu at E_F=a, 300 K: {mu_from_fermi(a,kT300)*1e3:.2f} meV; "
      f"kT {kT300*1e3:.2f} meV")
print(f"lattice, 0.15 eV, 300 K: frozen {frozen*to_cm:.3f} cm^-1, "
      f"adiabatic {static*to_cm:.3f} cm^-1")
print(f"neutral FWHM at 0 K {width0*1e3:.2f} meV = {width0*to_cm:.1f} cm^-1")
print(f"neutral FWHM at 300 K "
      f"{width0*(1-occupation(a,0,kT300))*to_cm:.1f} cm^-1")
print(f"neglected band curvature at 0.3 eV {band_error*to_cm:.3f} cm^-1")
print(f"neglected on-shell correction at 77 K, max {shell_error:.3f} cm^-1")
print(f"phonon-width smoothing scale FWHM/4 {width0/4*1e3:.2f} meV, "
      f"as kT: {width0/4/k_B:.1f} K")
print(f"mobility {mobility:.0f} cm2/Vs: hbar/(2 tau) {carrier_width*1e3:.1f} "
      f"meV, as kT: {carrier_width/k_B:.0f} K")
print(f"density at E_F=a {density_cm2(a):.2e} cm^-2; puddles {puddle:.0e}")
print(f"77 K shift at E_F=a: clean {shift_cm(a,77):.2f}, "
      f"with puddles {puddled:.2f} cm^-1")
strain = shift_cm(0.3, 300) / (2 * gruneisen * W * to_cm)
print(f"biaxial compression mimicking 0.3 eV doping {strain*100:.3f} % "
      f"(Grueneisen {gruneisen})")
print(f"oxide {oxide*1e9:.0f} nm, relative permittivity {permittivity}")
for EF in (a, 0.3):
    print(f"gate for E_F {EF:.3f} eV: {gate_volts(EF):.1f} V, field "
          f"{gate_volts(EF)/oxide*1e-8:.2f} MV/cm (breakdown ~{breakdown:.0f})")
print("every check passed")
```

It prints:

```
phonon energy 0.196 eV = 1581 cm^-1; half 98.0 meV
bond 0.142 nm, beta 2.5, velocity 1.0e+06 m/s
hbar*v 0.6582 eV nm; hopping 3.090 eV
coupling alpha 4.556e-03 (dimensionless)
driven response at band energy 0.06 eV: 10.00 1/eV
driven response at band energy 0.15 eV: -11.63 1/eV
largest PV error vs Cauchy quadrature 2.8e-17 eV
largest PV error vs thermal convolution 1.3e-13 eV
PV error at mu=a, 10 K, with 2, 4, 8 nodes per panel: 1.2e-04 6.9e-08 2.2e-14 eV
shift from neutral sheet at same T, in cm^-1
E_F (eV)      0 K     77 K    300 K
0.050     -0.19    -0.22    -0.11
0.090     -2.38    -2.38    -0.31
0.098      -inf    -2.73    -0.23
0.110     -1.09    -1.52     0.06
0.150      2.70     2.62     2.14
0.200      5.42     5.39     5.14
0.300      9.80     9.79     9.83
zero-temperature shift changes sign at E_F 117.6 meV
dip: T (K), mu (meV), E_F (meV), shift (cm^-1)
  10    97.97    97.99    -6.40
  30    97.76    97.87    -4.42
  77    96.41    97.16    -2.74
 300    70.74    83.86    -0.33
dip disappears at kT/a 0.382, T 434 K
F(a) at 10 K: integral -174.074 meV, law -174.075 meV
curvature at a, 10 K: 28123 1/eV, law 28128
dip move at 30 K: in mu -0.240 meV, law -0.240 meV
dip move at 30 K: in E_F -0.128 meV, law -0.128 meV
digamma formula error in F(a) at 300 K 1.313 meV
mu at E_F=a, 300 K: 86.59 meV; kT 25.85 meV
lattice, 0.15 eV, 300 K: frozen 5.519 cm^-1, adiabatic -0.006 cm^-1
neutral FWHM at 0 K 1.40 meV = 11.3 cm^-1
neutral FWHM at 300 K 10.8 cm^-1
neglected band curvature at 0.3 eV 0.010 cm^-1
neglected on-shell correction at 77 K, max 0.046 cm^-1
phonon-width smoothing scale FWHM/4 0.35 meV, as kT: 4.1 K
mobility 5000 cm2/Vs: hbar/(2 tau) 6.7 meV, as kT: 78 K
density at E_F=a 7.06e+11 cm^-2; puddles 2e+11
77 K shift at E_F=a: clean -2.73, with puddles -1.84 cm^-1
biaxial compression mimicking 0.3 eV doping 0.173 % (Grueneisen 1.8)
oxide 300 nm, relative permittivity 3.9
gate for E_F 0.098 eV: 9.8 V, field 0.33 MV/cm (breakdown ~10)
gate for E_F 0.300 eV: 92.0 V, field 3.07 MV/cm (breakdown ~10)
every check passed
```
